Echo ratios and isotropic shifts in MQMAS of half-integer quadrupolar nuclei, part 2

Multiple-quantum magic-angle spinning (MQMAS) refocuses the second-order quadrupolar broadening of a half-integer spin I in a powder. Hartree atomic units are used (ħ = e = mₑ = 1); a value in Hz means the energy divided by h. J stands for I(I+1), ω₀ = γB₀ is the carrier frequency, and δ is the isotropic chemical shift measured from the carrier. The field-gradient tensor V has principal axes X, Y, Z, with V_XX = −V_ZZ(1−η)/2 and T = tr V² = (3/2)V_ZZ²(1 + η²/3). With quadrupole moment Q, χ = QV_ZZ, P_Q = χ(1 + η²/3)^½, A = Q/[2I(2I−1)] and H_Q = A Σ V_ij I_i I_j. The energy of order n in H_Q is Aⁿ eₙ(m)/ω₀ⁿ⁻¹; odd orders are even in m and vanish from the symmetric transitions m ↔ −m.

For a rotor axis k, fixed in the crystallite and at the magic angle to the field (in general β), the averaged frequency of m ↔ −m is

ω̄_m = 2mω₀δ + C₀(m)ω_iso + C₄(m)ω₄(k),

ω_iso = −A²T/(5ω₀) = −(3/10)P_Q²/([2I(2I−1)]²ω₀),  ω₄(k) = −(7/144)A²S₄(k)/ω₀,

C₀(m) = 2m(J − 3m²),  C₂(m) = 2m(8J − 12m² − 3),  C₄(m) = 2m(18J − 34m² − 5).

S₂ and S₄ are the rank-2 and rank-4 functions of orientation; spinning multiplies S_l(k) by the Legendre polynomial P_l(cosβ). Along a principal axis S₄ = (3/7)u² + 2T/35, with u = k·Vk. The text opened with the frequencies of two spin-3/2 crystallites differing only in orientation. In the final listing N = ω₀/ω_r, with ω_r the spinning frequency.

A coherence of order p = −2ms (s = ±1) evolves for t₁ and is converted into central-transition coherence, p = −1, recorded during t₂; the phase is sω̄_m t₁ + ω̄_½ t₂. With R = C₄(m)/C₄(½) and s = −sign R, the anisotropy refocuses at t₂ = |R|t₁. In the variables t₂′ = t₂ − |R|t₁, the time from the echo top, and t₁′ = (1+|R|)t₁, the phase becomes

sω̄_m t₁ + ω̄_½(t₂′ + |R|t₁) = Ω t₁′ + ω̄_½ t₂′,  Ω = (sω̄_m + |R|ω̄_½)/(1+|R|) = s(ω̄_m − Rω̄_½)/(1+|R|),

where |R| = −sR was used in the last step. In the frequency domain this is a shear. Before it, a site appears as a ridge of points (ω̄_½, sω̄_m) with slope sR = −|R|; adding |R| times the direct frequency to the indirect one makes the ridge parallel to the direct axis. The C₄ terms cancel in ω̄_m − Rω̄_½ by the definition of R. Let δ_QIS = C₀(½)ω_iso/ω₀ be the quadrupole-induced shift of the central transition,

δ_QIS = −(3/10)(P_Q/ω₀)²(J − ¾)/[2I(2I−1)]²,

which is never positive, and let r₀ = C₀(m)/C₀(½). Then C₀(m)ω_iso = r₀ω₀δ_QIS and

Ω = sω₀[(2m − R)δ + (r₀ − R)δ_QIS]/(1+|R|).

For I = 3/2, r₀ = −9/3 = −3, 2m − R = 34/9, r₀ − R = −20/9 and 1 + |R| = 16/9, so

Ω = ω₀[(17/8)δ − (5/4)δ_QIS] = (17/8)ω₀[δ − (10/17)δ_QIS].

For I = 5/2, r₀ = 6/8 = 3/4, 2m − R = 17/12, r₀ − R = −10/12, 1 + |R| = 31/12 and s = −1, so

Ω = ω₀[−(17/31)δ + (10/31)δ_QIS] = −(17/31)ω₀[δ − (10/17)δ_QIS].

The prefactors depend on the choice of t₁′. If the isotropic frequency is referred to t₁ itself, the division by 1+|R| is absent and they read 34/9 and −17/12. The denominator contains |R|, because two positive times are being added; writing 1+R there is wrong for spin 3/2.

The bracket is the same for the two spins, and this holds for every I and m. The three functions 2m, C₀(m) and C₄(m) are all combinations of m and m³, so one linear relation connects them. It is found by cancelling m³:

C₄(m) − (34/3)C₀(m) = 2m(18J − 34J/3 − 5) = 2m(20J/3 − 5) = (20/3)·2m·(J − ¾).

Dividing by C₄(½) = 18(J − ¾) = 18C₀(½) gives R − (17/27)r₀ = (10/27)·2m, or 27R = 17r₀ + 10·2m. Subtracting 17R + 10·2m from both sides gives 10(R − 2m) = 17(r₀ − R), so

r₀ − R = −(10/17)(2m − R),  Ω = [s(2m − R)/(1+|R|)] ω₀ δ₁,  δ₁ = δ − (10/17)δ_QIS.

The same relation gives R in closed form. From 27(2m − R) = 17(2m − r₀) and 2m − r₀ = 2m[(J − ¾) − (J − 3m²)]/(J − ¾) = 6m(m² − ¼)/(J − ¾),

R = 2m − (34/9) m(m² − ¼)/(J − ¾).

For m = 3/2, where m(m² − ¼) = 3, and J − ¾ = 3, 8, 15, 24 for I = 3/2 to 9/2, this gives −7/9, 19/12, 101/45 and 91/36; the numerical fits for the last two were 2.2444 and 2.5278. Among the spins up to 9/2 only the highest coherence has negative R: −25/12 for five quanta in spin 5/2 (fit −2.0833), and fits of −3.5778 and −5.1667 for seven and nine quanta in spins 7/2 and 9/2. The formula also shows where the resolution comes from. If the anisotropy scaled with m as the chemical shift does, R would be 2m and the echo would refocus the shift along with the broadening, as a Hahn echo does. Only the second term of the formula, the one containing m(m² − ¼), separates the two. It vanishes for m = ½, and at fixed m it shrinks as 1/J for large spin, so between spin 3/2 and spin 5/2 the numerator 2m − R falls from 34/9 to 17/12; together with the rise of 1+|R| from 16/9 to 31/12 this lowers the triple-quantum scale factor in magnitude from 17/8 to 17/31.

The isotropic coordinate δ₁ is not the chemical shift; it still contains a quadrupolar term, with the opposite sign to that in the ordinary spectrum. A second number separates the two. S₄ averages to zero over a powder, so the centre of gravity of the ridge along the direct axis is δ₂ = δ + δ_QIS. Subtraction gives δ₂ − δ₁ = (27/17)δ_QIS, and 17δ₁ + 10δ₂ = 27δ, so

δ = (17δ₁ + 10δ₂)/27,  δ_QIS = (17/27)(δ₂ − δ₁).

P_Q follows from δ_QIS; |χ| and η separately need the line shape along the ridge. The sign of χ cannot be found from these frequencies, because only even orders in H_Q survive in symmetric transitions. Here δ is measured from the carrier. A carrier offset enters the triple-quantum frequency three times and the direct frequency once, exactly as δ does, so it appears in Ω multiplied by 17/8 or −17/31, and the isotropic axis is referenced correctly only if that factor, with its sign, is divided out.

The result fails in identifiable ways. Off the magic angle a term C₂(m)P₂(cosβ)S₂(k) returns with its own ratio C₂(3/2)/C₂(½), which is 0/24 = 0 for I = 3/2 and 120/64 = 15/8 for I = 5/2. Neither equals R, so where both ranks are present one echo time cannot remove them together, and a static sample gives no narrow line. The two spinning angles at which P₄ vanishes, 30.56° and 70.12°, are special: if shielding anisotropy is negligible, only rank 2 is left there. For spin 5/2 it refocuses at t₂ = (15/8)t₁. For spin 3/2 the ratio is zero: the triple-quantum frequency has no second-order anisotropy left, so no echo forms at t₂ > 0, but the triple-quantum dimension is then isotropic by itself and needs no shear. If the multiple-quantum excitation favours some orientations, the echo time and Ω are unaffected, since every crystallite has the same Ω, but the centre of gravity along the ridge is in general no longer δ + δ_QIS, and the inversion is then biased. A distribution of δ or P_Q over sites is not removed: every site still has its anisotropy refocused at t₂ = |R|t₁, but Ω in general differs from site to site, so the distribution broadens the isotropic axis unless δ and P_Q vary together in such a way that δ₁ stays fixed. To first order, shielding anisotropy is of rank 2 and averages out of the centreband; its own second-order shift, of order ω₀ times the square of the anisotropy, is neglected here. The cross term with H_Q is proportional to A times ω₀ divided by ω₀, hence unchanged under ω₀ → −ω₀, even in m, and absent from symmetric transitions. When χ/ω₀ is not small, the fourth-order term brings in higher ranks with different spin factors, and the ridge is no longer straight.

For the numerical example the inputs are chosen, with sizes roughly typical of ⁸⁷Rb and ⁵⁵Mn sites. The field is 14.1 T = 5.998679×10⁻⁵ atomic units, the nuclear magneton is mₑ/2m_p = 2.723085×10⁻⁴ atomic units, the bohr is 0.529177 Å, and t₁ = 2 ms = 8.268275×10¹³ atomic units of time.

The spin-3/2 site has μ = 2.75 μ_N, Q = 1.30×10⁻⁹ Å² = 4.64238×10⁻⁹ bohr², V_ZZ = 0.065 atomic units (6.3163 V/Å²), η = 0.2 and δ = −30.0 ppm. With γ = μ/I,

ω₀ = (2.75/1.5)(2.723085×10⁻⁴)(5.998679×10⁻⁵) = 2.994734×10⁻⁸ hartree = 8.149086×10⁻⁷ eV (197.044 MHz),

χ = (4.64238×10⁻⁹)(0.065) = 3.01755×10⁻¹⁰ hartree = 8.211171×10⁻⁹ eV (1.98545 MHz),

so χ/ω₀ = 1.00762×10⁻², and P_Q = χ(1 + 0.04/3)^½ = 3.037600×10⁻¹⁰ hartree = 8.265731×10⁻⁹ eV (1.99864 MHz). Since 2I(2I−1) = 6, the second-order scale is A²V_ZZ²/ω₀ = χ²/(36ω₀) = 8.445943×10⁻¹⁴ hartree = 2.298258×10⁻¹² eV (555.716 Hz). Then ω_iso = −0.3(1 + 0.04/3)(555.716 Hz) = −168.938 Hz, or −2.567567×10⁻¹⁴ hartree = −6.986705×10⁻¹³ eV, and δ_QIS = 3(−168.938 Hz)/(197.044 MHz) = −2.5721 ppm.

The two crystallites quoted at the start have the rotor axis along Z and along X. Here T = 1.52V_ZZ², and S₄ = (3/7)u² + 2T/35 with u = V_ZZ or u = −0.4V_ZZ gives S₄/V_ZZ² = 0.51543 and 0.15543. Multiplying by −(7/144)(555.716 Hz) gives ω₄ = −13.924 Hz and −4.199 Hz. The shift term is ω₀δ = −30 × 197.044 Hz = −5911.32 Hz. For k along Z,

ω̄_½ = −5911.32 + 3(−168.938) + 54(−13.924) = −5911.32 − 506.81 − 751.90 = −7170.0 Hz,

ω̄_3/2 = 3(−5911.32) − 9(−168.938) − 42(−13.924) = −17733.96 + 1520.44 + 584.81 = −15628.7 Hz,

and for k along X the last terms are −226.75 and +176.36, giving −6644.9 Hz and −16037.2 Hz. Exact diagonalization at a set of rotor phases, followed by averaging, agrees with all four values to better than 1 Hz. The shear gives (9/16)[−15628.7 + (7/9)(−7170.0)] = (9/16)(−21205.4) = −11928.0 Hz, and the exact frequencies of both crystallites give the same figure. From the closed formula, δ₁ = −30 + (10/17)(2.5721) = −28.4870 ppm and Ω = (17/8)(197.044)(−28.4870) Hz = −11928 Hz = −1.812859×10⁻¹² hartree = −4.933041×10⁻¹¹ eV.

A powder was represented by a quadrature grid of rotor-axis directions, with frequencies from exact diagonalization averaged over the rotor period. Across the sampled orientations the single-quantum frequency spreads over 972.6 Hz and the triple-quantum frequency over 756.5 Hz, a ratio 0.7778, while the sheared frequency spreads over 0.0005 Hz. This grid misses the extreme orientations; the full powder widths are about 1140 Hz, 890 Hz and 0.0006 Hz, with the same ratio 0.7778. The summed signal for p = −3 → −1 has its maximum at t₂/t₁ = 0.77778 with modulus 1.000000, that is at t₂ = 1.5556 ms = 6.43088×10¹³ atomic units; for the other pathway the largest modulus on this grid of 120 directions, for t₂ between zero and 4t₁, is 0.395. That figure is inflated by the coarseness of the grid, and in a converged powder average the modulus stays below 0.30. With δ₂ = −30 − 2.5721 = −32.5721 ppm the inversion reads (17(−28.4870) + 10(−32.5721))/27 = −810.000/27 = −30.000 ppm, and δ_QIS = (17/27)(−4.0851) = −2.5721 ppm. Applied to the exact powder it returned δ = −30.000 ppm and P_Q = 1.9987 MHz. The slight excess over 1.99864 MHz, visible only in the last printed digit, is consistent with the neglected factor 1+δ in the denominators, which for negative δ makes the second-order terms larger by three parts in 10⁵ and P_Q larger by half that; any fourth-order contribution to it was not separated out.

The spin-5/2 site has μ = 3.47 μ_N, Q = 3.30×10⁻⁹ Å² = 1.17845×10⁻⁸ bohr², V_ZZ = 0.04 atomic units (3.8869 V/Å²), η = 0.5 and δ = +20.0 ppm. Then ω₀ = (3.47/2.5)(2.723085×10⁻⁴)(5.998679×10⁻⁵) = 2.267286×10⁻⁸ hartree = 6.169599×10⁻⁷ eV (149.18 MHz), χ = 4.713806×10⁻¹⁰ hartree = 1.282692×10⁻⁸ eV (3.10154 MHz), χ/ω₀ = 2.07905×10⁻², and P_Q = 4.906284×10⁻¹⁰ hartree = 1.335068×10⁻⁸ eV (3.22818 MHz). With 2I(2I−1) = 20 the scale is χ²/(400ω₀) = 2.450062×10⁻¹⁴ hartree = 6.666958×10⁻¹³ eV (161.206 Hz), so ω_iso = −0.3(1 + 0.25/3)(161.206 Hz) = −52.3921 Hz, or −7.962701×10⁻¹⁵ hartree = −2.166761×10⁻¹³ eV, and δ_QIS = 8(−52.3921 Hz)/(149.18 MHz) = −2.8096 ppm. For k along Z, S₄/V_ZZ² = 0.52143 and ω₄ = −4.086 Hz, and with ω₀δ = 2983.60 Hz,

ω̄_½ = 2983.60 + 8(−52.3921) + 144(−4.086) = 2983.60 − 419.14 − 588.38 = 1976.1 Hz,

ω̄_3/2 = 8950.80 + 6(−52.3921) + 228(−4.086) = 8950.80 − 314.35 − 931.61 = 7704.8 Hz.

For k along X, S₄/V_ZZ² = 0.11964, ω₄ = −0.938 Hz, and the frequencies are 2429.5 Hz and 8422.7 Hz. Both rise together, as R > 0 requires. The shear with s = −1 gives −(12/31)[7704.8 − (19/12)(1976.1)] = −(12/31)(4576.0) = −1771.4 Hz, and the X crystallite gives the same bracket, 8422.7 − 3846.7 = 4576.0. The closed formula has δ₁ = 20 + (10/17)(2.8096) = 21.6527 ppm and Ω = −(17/31)(149.18)(21.6527) Hz = −1771.4 Hz; at full precision it is −1771.38 Hz = −2.692190×10⁻¹³ hartree = −7.325822×10⁻¹² eV. A positive shift appears at negative Ω, because the selected coherence p = +3 precesses in the sense opposite to the detected one, and the phase −3ω₀δt₁ it gathers outweighs the +(19/12)ω₀δt₁ gathered during t₂ up to the echo.

Across the sampled orientations the spreads are 856.4 Hz and 1355.9 Hz, in the ratio 1.583, and 0.0078 Hz after shearing (about 970 Hz, 1540 Hz and 0.010 Hz for the full powder). The echo for p = +3 → −1 has modulus 1.000000 near t₂ = 3.1667 ms = 1.30914×10¹⁴ atomic units, against at most 0.423 for the other pathway on the same coarse grid and less than 0.14 in a converged average. Its position in the exact calculation is t₂/t₁ = 1.58331, slightly below 19/12 = 1.58333. The factor 1+δ cannot cause this, since it multiplies both second-order frequencies equally and cancels from their ratio; the difference, like the larger sheared spread, belongs to the fourth-order term, which has the form A⁴e₄(m)/ω₀³. Its larger effect here does not come from the expansion parameter AV_ZZ/ω₀ = χ/([2I(2I−1)]ω₀), which is 1.04×10⁻³ for this site against 1.68×10⁻³ for the first, but from the coefficients e₄(m), which depend on the spin and on η. With δ₂ = 20 − 2.8096 = 17.1904 ppm the inversion gives (17 × 21.6527 + 10 × 17.1904)/27 = 540.000/27 = 20.000 ppm, and on the exact powder it returned δ = 20.000 ppm and P_Q = 3.2281 MHz against the input 3.22818 MHz.

Calculated quantities

```
P2, P4 at magic angle = 0 , -7/18
I=3/2 m=1/2: C0=3 C2=24 C4=54 R=1
I=3/2 m=3/2: C0=-9 C2=0 C4=-42 R=-7/9
I=5/2 m=1/2: C0=8 C2=64 C4=144 R=1
I=5/2 m=3/2: C0=6 C2=120 C4=228 R=19/12
I=5/2 m=5/2: C0=-50 C2=-40 C4=-300 R=-25/12
I=3/2 3Q: s=1, r0=-3, Omega/w0 = (17/8) delta + (-5/4) delta_QIS
I=5/2 3Q: s=-1, r0=3/4, Omega/w0 = (-17/31) delta + (10/31) delta_QIS
I=1.5: fitted R: 3Q -0.7778; residual ratio on halving chi 16.00
I=2.5: fitted R: 5Q -2.0833, 3Q 1.5833; residual ratio on halving chi 16.00
I=3.5: fitted R: 7Q -3.5778, 5Q 1.2222, 3Q 2.2444; residual ratio on halving chi 16.00
I=4.5: fitted R: 9Q -5.1667, 7Q 0.3889, 5Q 2.6389, 3Q 2.5278; residual ratio on halving chi 16.00
propagation vs adiabatic average, rel. error: N=100 5.68e-03, N=200 2.78e-03
B0 = 14.1 T = 5.998679e-05 au; muN = 2.723085e-04 au; bohr = 0.529177 A
t1 = 2 ms = 8.268275e+13 au
--- 87Rb-like: I=1.5, mu=2.75 muN, eta=0.2, delta=-30.0 ppm
Q = 1.30e-09 A^2 = 4.64238e-09 bohr^2; Vzz = 0.065 au = 6.3163 V/A^2
w0 = 2.994734e-08 Eh = 8.149086e-07 eV = 1.97044e+08 Hz
chi = 3.017550e-10 Eh = 8.211171e-09 eV = 1.98545e+06 Hz
P_Q = 3.037600e-10 Eh = 8.265731e-09 eV = 1.99864e+06 Hz
chi^2/([2I(2I-1)]^2 w0) = 8.445943e-14 Eh = 2.298258e-12 eV = 555.716 Hz
w_iso = -2.567567e-14 Eh = -6.986705e-13 eV = -168.938 Hz
Omega sheared = -1.812859e-12 Eh = -4.933041e-11 eV = -11928 Hz
chi/w0 = 1.00762e-02; dQIS = -2.5721 ppm; d1 = -28.4870 ppm; d2 = -32.5721 ppm
k||z: S4/Vzz^2=0.51543, w4=-13.924, w1Q=-7170.0, w3Q=-15628.7, exact sheared=-11928.0 Hz
k||x: S4/Vzz^2=0.15543, w4=-4.199, w1Q=-6644.9, w3Q=-16037.2, exact sheared=-11928.0 Hz
echo t2/t1 = 0.77778 (|R| = 0.77778), t2 = 1.5556 ms = 6.43088e+13 au
|S| at echo = 1.000000; max |S| of other pathway = 0.395
powder spread: 1Q 972.6 Hz, 3Q 756.5 Hz, sheared 0.0005 Hz
recovered from exact powder: delta = -30.000 ppm, P_Q = 1.9987 MHz
--- 55Mn-like: I=2.5, mu=3.47 muN, eta=0.5, delta=20.0 ppm
Q = 3.30e-09 A^2 = 1.17845e-08 bohr^2; Vzz = 0.04 au = 3.8869 V/A^2
w0 = 2.267286e-08 Eh = 6.169599e-07 eV = 1.4918e+08 Hz
chi = 4.713806e-10 Eh = 1.282692e-08 eV = 3.10154e+06 Hz
P_Q = 4.906284e-10 Eh = 1.335068e-08 eV = 3.22818e+06 Hz
chi^2/([2I(2I-1)]^2 w0) = 2.450062e-14 Eh = 6.666958e-13 eV = 161.206 Hz
w_iso = -7.962701e-15 Eh = -2.166761e-13 eV = -52.3921 Hz
Omega sheared = -2.692190e-13 Eh = -7.325822e-12 eV = -1771.38 Hz
chi/w0 = 2.07905e-02; dQIS = -2.8096 ppm; d1 = 21.6527 ppm; d2 = 17.1904 ppm
k||z: S4/Vzz^2=0.52143, w4=-4.086, w1Q=1976.1, w3Q=7704.8, exact sheared=-1771.4 Hz
k||x: S4/Vzz^2=0.11964, w4=-0.938, w1Q=2429.5, w3Q=8422.7, exact sheared=-1771.4 Hz
echo t2/t1 = 1.58331 (|R| = 1.58333), t2 = 3.1667 ms = 1.30914e+14 au
|S| at echo = 1.000000; max |S| of other pathway = 0.423
powder spread: 1Q 856.4 Hz, 3Q 1355.9 Hz, sheared 0.0078 Hz
recovered from exact powder: delta = 20.000 ppm, P_Q = 3.2281 MHz
```
